# Quasi-Landau level spacing near threshold in a planar hydrogen model, part 2

A calculation of hydrogen photoabsorption at 5 T near the ionization limit must fix its box size, its propagation time and the period of the structure to be resolved. The candidate period is the quasi-Landau spacing, derived in a planar model ($z=0$).

Hartree atomic units are used, with infinite nuclear mass. The field $B$ lies along $z$, $\gamma=B/B_0=\omega_c$ (`g` in the program output), $\rho$ is the distance from the $z$ axis, $r^2=\rho^2+z^2$, $L_z=m$ and $E'=E-m\gamma/2$, with $E=0$ the field-free threshold. The planar wave function $R(\rho)e^{im\varphi}$ obeys

$$\frac1\rho\frac{d}{d\rho}\Big(\rho\frac{dR}{d\rho}\Big)+p_\rho^2R=0, \tag{2}$$

$$p_\rho^2=2E'+\frac{2}{\rho}-\frac{\gamma^2\rho^2}{4}-\frac{m^2}{\rho^2}. \tag{1}$$

With turning points $a,b$ and radial period $T$, WKB gives

$$\int_a^b p_\rho\,d\rho=(n+\tfrac12)\pi,\qquad n=0,1,2,\dots \tag{3}$$

$$\pi\frac{dn}{dE}=\int_a^b\frac{d\rho}{p_\rho}=\frac T2,\qquad \frac{dE}{dn}=\frac{2\pi}{T}. \tag{4}$$

At $E'=m=0$ the outer turning point is $\rho_0=2\gamma^{-2/3}$, and

$$T=\frac{4\pi}{3\gamma},\qquad\frac{dE}{dn}=\frac32\,\gamma=\frac32\,\hbar\omega_c. \tag{6}$$

Scaling uses $h=\gamma^{1/3}$, $\rho=x/h^2$, $E'=h^2\varepsilon$, $\mu=mh$, $t=\tau/\gamma$ and $P=2\varepsilon x^2+2x-\frac{x^4}{4}-\mu^2$. With $a,b$ now scaled and $\tau$ the scaled radial period,

$$S(\varepsilon,\mu)=\int_a^b\frac{\sqrt P}{x}\,dx=(n+\tfrac12)\pi h,\qquad \frac\tau2=\frac{\partial S}{\partial\varepsilon}=\int_a^b\frac{x\,dx}{\sqrt P},\qquad\frac{dE}{dn}=\frac{\pi\gamma}{\tau/2}, \tag{7}$$

Here $P=(x-a)(b-x)Q$, with $Q$ quadratic in $x$, $Q>0$ for $x\ge0$ and $ab\,Q(0)=\mu^2$. Setting $x=\tfrac{a+b}2-\tfrac{b-a}2\cos\theta$ gives $dx/\sqrt P=d\theta/\sqrt Q$ and $\int_0^\pi d\theta/x=\pi/\sqrt{ab}$.

For $m=0$, threshold sits at

$$n+\tfrac12=\frac ch,\qquad c=\frac{S(0,0)}{\pi}=1.159595. \tag{8}$$

For $\mu=0$ near $\varepsilon=0$, $\tau/2=\tfrac{2\pi}3(1+\kappa\varepsilon+\dots)$ with $\kappa=0.475449$. The scaled outer turning point $x_0$ has $x_0=2$ and $x_0'=dx_0/d\varepsilon=\tfrac43$ at $\varepsilon=0$. To leading order in $h$,

$$E_{n+1}-2E_n+E_{n-1}=-\tfrac94\kappa\,h\gamma=-1.06976\,h\gamma. \tag{9}$$

The atom's true ionization threshold, its lowest Landau level, is $E=\gamma(|m|+m+1)/2$. The Euler beta function is $\mathrm B(\alpha,\beta)=\int_0^1\xi^{\alpha-1}(1-\xi)^{\beta-1}d\xi$.

## 7. Nonzero $m$

First the action. From (7), $\partial S/\partial\mu=-\mu\int dx/(x\sqrt P)=-\mu\int_0^\pi d\theta/(x\sqrt Q)$. Split $1/\sqrt{Q}=1/\sqrt{Q(0)}+[1/\sqrt Q-1/\sqrt{Q(0)}]$. In the first part $\int d\theta/x=\pi/\sqrt{ab}$ from section 3, and $ab\,Q(0)=\mu^2$, so it equals $-\pi\mu/|\mu|$. In the second part the bracket vanishes like $x$, the integral is finite, and the contribution is $O(\mu)$. Therefore

$$S(\varepsilon,\mu)=S(\varepsilon,0)-\pi|\mu|+O(\mu^2). \tag{10}$$

The remainder is tested to be smaller than $\mu^2$ at $\varepsilon=0$ for $\mu=0.02$ and 0.05. Since $\pi|\mu|=\pi|m|h$, rule (7) fixes $E'$ as a function of $n+|m|$, up to a shift $\Delta\varepsilon=O(m^2h^2)$, which is $\Delta E'=O(m^2h\gamma)$.

Next the period at $\varepsilon=0$, with $\lambda=\mu^2$, $P=2x-x^4/4-\lambda$ and $P'=2-x^3$. Then $4P-xP'=8x-x^4-4\lambda-2x+x^4=6x-4\lambda$, so $x=(4P-xP'+4\lambda)/6$. Define $H_0=\int_a^b\sqrt P\,dx$ and $K_0=\int_a^bdx/\sqrt P$. Integration by parts gives $\int xP'/\sqrt P\,dx=[2x\sqrt P]_a^b-2H_0=-2H_0$. Inserting the expression for $x$ into $\tau/2$,

$$\frac\tau2=\frac{4H_0+2H_0+4\lambda K_0}{6}=H_0+\frac23\lambda K_0 ,$$

an identity that the program tests at $\mu=0.5$. Since $\sqrt P$ vanishes at the limits, $dH_0/d\lambda=-K_0/2$, and $K_0=\int d\theta/\sqrt Q$ is smooth at $\lambda=0$. Hence $d(\tau/2)/d\lambda=-\tfrac12K_0(0)+\tfrac23K_0(0)=K_0(0)/6$. With $x=2\xi^{1/3}$ again,

$$K_0(0)=\int_0^2(2x)^{-1/2}\Big(1-\frac{x^3}8\Big)^{-1/2}dx=\frac12\cdot\frac23\int_0^1\xi^{-5/6}(1-\xi)^{-1/2}d\xi=\frac13\mathrm B(\tfrac16,\tfrac12).$$

So $d(\tau/2)/d\mu^2=\mathrm B(\tfrac16,\tfrac12)/18=0.404775$, and dividing by $2\pi/3$, $\eta=\mathrm B(\tfrac16,\tfrac12)/(12\pi)=0.193266$. The finite-difference value prints the same six digits, with $10^{-4}$ asserted. To first order in $\varepsilon$ and $\mu^2$,

$$\frac{dE}{dn}=\frac32\gamma\,\big[1-\kappa\varepsilon-\eta\mu^2+\dots\big]. \tag{11}$$

At fixed laboratory energy $E=0$ the paramagnetic term gives $\varepsilon=-m\gamma/(2h^2)=-\mu/2$, so the bracket is $1+\kappa\mu/2+O(\mu^2)$. The coefficient of $\mu^2$ is not $-\eta$ alone here, because the $\varepsilon^2$ term left out of (11) is then also of order $\mu^2$. For small $|\mu|$ the term linear in $m$ is the larger one. At $E=0$ the factor $3/2$ therefore requires $|m|\gamma^{1/3}\ll1$.

## 8. The planar model solved without WKB

Put $\rho=s^2$ in (2). Then $\rho\,\partial_\rho=\tfrac12s\,\partial_s$, so $(\rho\partial_\rho)^2=\tfrac14(s\partial_s)^2$. Multiplying (2) by $-2s^2$,

$$-\frac12\frac1s\frac{d}{ds}\Big(s\frac{dR}{ds}\Big)+\frac{(2m)^2}{2s^2}R-4R+\frac{\gamma^2s^6}{2}R=4E's^2R .$$

The Coulomb singularity has become the constant $-4$. The first two terms are the kinetic energy of a two-dimensional particle with angular momentum $2|m|$. In the eigenfunctions of a two-dimensional oscillator $s^2$ is a tridiagonal matrix and $s^6$ its cube, and the equation is a generalized symmetric eigenvalue problem for $E'$ that uses neither the scaling nor rule (3).

By (8), the field $h=c/(n+\tfrac12)$ puts WKB level $n$ of the $m=0$ series exactly at $E=0$. The exact planar levels at such fields give the central spacing $\Delta_1=(E_{n+1}-E_{n-1})/2\gamma$ and the second difference $\Delta_2=(E_{n+1}-2E_n+E_{n-1})/h\gamma$:

| $n$ | $h$ | $E_n/\gamma$ | $\Delta_1$ | $\Delta_2$ |
|---|---|---|---|---|
| 10 | 0.110438 | 0.003281 | 1.508087 | $-1.090080$ |
| 20 | 0.056566 | 0.001681 | 1.502091 | $-1.075016$ |
| 40 | 0.028632 | 0.000851 | 1.500534 | $-1.071103$ |
| 80 | 0.014405 | 0.000428 | 1.500135 | $-1.070100$ |

The column $E_n/\gamma$ is the WKB error in cyclotron quanta. It is proportional to $h$: $0.000851/0.028632$ and $0.000428/0.014405$ both equal 0.0297, and the proportionality is asserted to 2%. This is the size expected of the next WKB order, a shift of $\varepsilon$ by $O(h^2)$, hence of $E$ by $O(h^4)=O(h\gamma)$. The excess of $\Delta_1$ over $3/2$ scales as $h^2$, with $0.000534/0.028632^2$ and $0.000135/0.014405^2$ both 0.65. A term of this order must be present, because a central difference equals the derivative plus one sixth of the third derivative and each further derivative with respect to $n$ brings a factor $h$. I assume that the remainders of $\Delta_1$ and $\Delta_2$ are series in $h^2$ and eliminate the first term using $n=40$ and 80. The result is $\Delta_1=1.500000$ and $\Delta_2=-1.06976$, in agreement with (6) and (9) within the asserted $2\times10^{-5}$ and $2\times10^{-4}$. In the planar model $3/2$ is thus the weak-field limit of the true level spacing at $E=0$.

## 9. Leaving the plane

If the plane were stable, small oscillations in $z$ could be quantized and each planar level would carry a ladder of real states localized near $z=0$. The stability of the $m=0$ orbit decides this. In scaled units the meridian-plane Hamiltonian is $\varepsilon=\tfrac12(p_x^2+p_z^2)-1/r+x^2/8$, with $x$ the scaled $\rho$. The collision is removed by $x+iz=\tfrac12(u+iv)^2$, that is $x=(u^2-v^2)/2$, $z=uv$, $r=(u^2+v^2)/2$. The map is conformal with squared scale factor $|u+iv|^2$, so $p_x^2+p_z^2=(p_u^2+p_v^2)/(u^2+v^2)$. Multiply the Hamiltonian minus $\varepsilon$ by $u^2+v^2$ and add 2:

$$K=\tfrac12(p_u^2+p_v^2)-\varepsilon(u^2+v^2)+\frac{(u^2-v^2)^2(u^2+v^2)}{32}=2 .$$

On the energy surface the gradient of $K$ is $u^2+v^2$ times that of the Hamiltonian, so $K$ generates the same orbits in a time $\sigma$ with $d\tau=(u^2+v^2)\,d\sigma$. To second order in $v$, $(u^2-v^2)^2(u^2+v^2)=u^6-u^4v^2$. The planar orbit is $v=0$, and with primes for $d/d\sigma$,

$$u''=2\varepsilon u-\frac{3u^5}{16},\quad u(0)=0,\quad u'(0)=2;\qquad v''=\Big(2\varepsilon+\frac{u^4}{16}\Big)v .$$

One radial period takes $u$ from 0 to its extremum and back to 0, and is one period of the coefficient of $v$. Let $v_1,v_2$ be the solutions with $(v,v')=(1,0)$ and $(0,1)$ at the start. The matrix that maps $(v,v')$ over the period has determinant 1, since the Wronskian is constant, and trace $v_1+v_2'$ at the end. For $\varepsilon\ge0$ the coefficient is positive away from $u=0$. Then $v_1''\ge0$ makes $v_1$ grow beyond 1, and $v_2>0$ makes $v_2'$ grow beyond 1, so the trace exceeds 2. The eigenvalues $\Lambda$ and $1/\Lambda$ are real with $\Lambda>1$: the orbit is unstable at and above threshold.

Numerical integration gives the trace 4.000000 at $\varepsilon=0$; that it is exactly an integer is not derived here. From $2\cosh\ln\Lambda=4$, $\ln\Lambda=1.31696$, so a deviation from the plane grows by a factor of about 3.7 per return. The trace equals 2 at $\varepsilon=-0.127269$, and at $\varepsilon=-0.3$ its magnitude is tested to be below 2, where the orbit is linearly stable. An independent integration of $\ddot z=-z/\rho^3$ along the Cartesian orbit with $\mu=0.01$ gives the trace $-3.9999$. The sign comes from $z=uv$: $u$ changes sign at each passage through the nucleus, and at the outer turning points, where $u'=0$, both $z=uv$ and $z'=uv'$ carry the factor $u$. With $d\tau=u^2d\sigma$ on the orbit, $\dot z=z'/u^2=v'/u$ there, so $(z,\dot z)=(uv,\,v'/u)$. The map of $(z,\dot z)$ between successive outer points is therefore minus that of $(v,v')$ conjugated by the fixed matrix $\mathrm{diag}(|u|,1/|u|)$. The conjugation leaves the trace unchanged, and the trace does not depend on where the period starts. The agreement is asserted to 0.1.

So linearized motion about the plane supplies no confining oscillation in $z$ at threshold, and the planar levels cannot be identified with individual levels of the atom by this route. The following reading is an interpretation, the closed-orbit picture, and is not derived here. Light lifts the electron from a compact state, an outgoing wave leaves the nucleus, and the part that travels near the planar orbit returns after the time $T$ and interferes with the outgoing wave. Its phase is the action $2\int p_\rho d\rho$ plus a constant, whose energy derivative is $T$ by (4). The absorption, smoothed over an energy width smaller than $\gamma$ but large enough to suppress longer orbits, then oscillates with period $2\pi/T$. In this picture the amplitude of the returning wave is set by its transverse spreading, measured by $v_2$ at the end of the period, which changes smoothly through the stability boundary. Instability makes this spreading grow by a factor approaching $\Lambda$ with each further return, so it weakens the repeated returns. It leaves the period unchanged. The picture needs an outgoing wave that does not vanish in the plane. A final state odd in $z$, such as the $m=0$ state reached from an $s$ state with light polarized along the field, has a node at $z=0$, and the planar orbit then carries no amplitude at leading order. Equation (6) is a level spacing of the planar model and, on this reading, a modulation period of the atomic spectrum.

## 10. Hydrogen model at 5 T

The field is a round choice, and the model is the planar one with infinite nuclear mass. The proton's finite mass affects spacings and level positions differently. With the reduced mass $M\approx1-1/1837$ in place of the electron mass, the cyclotron frequency becomes $\gamma/M$, and the spacing (6) grows by about one part in 1836. The $m=0$ action at $E=0$ scales as $M^{2/3}$, so the value $n+\tfrac12\approx42$ found below for threshold falls by about $42\times\tfrac23/1837\approx0.015$, and the levels near threshold rise by about $0.02\,\gamma$. The second and later decimals of the level energies below therefore describe the infinite-mass model only. The reduced-mass replacement itself holds only for an atom with no motion across the field. A transverse velocity $v$ adds a motional electric field $vB$, whose energy across the orbit is $v\rho_0\,\gamma$ in atomic units. At 300 m/s, $v=1.37\times10^{-4}$ and $vB=15$ V/cm, and with $\rho_0=2605$ bohr this energy is $0.36\,\gamma$. The results below therefore apply to atoms at rest or moving along the field, and not to a thermal gas. All numbers come from the numerical check, together with its output.

The inputs are $\gamma=5/235051.76=2.127191\times10^{-5}$ hartree and $h=\gamma^{1/3}=0.027708$. The outer turning point is $2/h^2=2/0.027708^2=2605$ bohr. The period is $T=2\times2.094395/(2.127191\times10^{-5})=1.96916\times10^5$ atomic units, or 4.76 ps. The spacing is $2\pi/T=1.5\,\gamma=3.190787\times10^{-5}$ hartree, or 7.003 cm$^{-1}$ (209.9 GHz), against 4.669 cm$^{-1}$ for the cyclotron quantum. Threshold lies at $n+\tfrac12=1.159595/0.027708=41.85$, between $n=41$ and 42.

For $m=0$, energies in units of $\gamma$:

| $n$ | exact planar | WKB | $E_{n+1}-E_n$ |
|---|---|---|---|
| 39 | $-3.61461$ | $-3.61548$ | 1.56081 |
| 40 | $-2.05380$ | $-2.05465$ | 1.52651 |
| 41 | $-0.52729$ | $-0.52812$ | 1.49572 |
| 42 | $0.96843$ | $0.96762$ | 1.46797 |
| 43 | $2.43640$ | $2.43560$ | 1.44286 |

Level 41 can be placed by hand. It is $41.5-41.8508=-0.3508$ steps from threshold, and the curvature (9) is $-1.06976\times0.027708=-0.02964$. Then $E_{41}/\gamma=1.5\times(-0.3508)-\tfrac12\times0.02964\times0.3508^2=-0.5262-0.0018=-0.5280$, against the full WKB value $-0.5281$. The exact level lies $0.00083\,\gamma$ higher, which is $0.030\,h\gamma$, the WKB error seen in section 8. This error is nearly the same for all five levels and almost cancels in the spacings.

No spacing in the table equals 1.5. The pair across $E=0$ has its midpoint at $(-0.52729+0.96843)/2=0.22057\,\gamma$, which is $\varepsilon=0.22057\times0.027708=0.00611$. Equation (11) gives $1.5\,(1-0.475449\times0.00611)=1.49564$, and the exact planar spacing is $1.49572\,\gamma$, or 6.983 cm$^{-1}$. The difference of $0.00008\,\gamma$ is within the order $h^2\gamma$ of the neglected terms. The second differences centred on levels 41 and 42 are $1.49572-1.52651=-0.03079$ and $1.46797-1.49572=-0.02775$, and they bracket the threshold value $-0.02964$. At the true threshold of this series, $E=0.5\,\gamma$ or $\varepsilon=0.01385$, quadrature gives $1.49026\,\gamma$, 0.65% below $\tfrac32\gamma$, and the linear form gives $1.5\,(1-0.475449\times0.01385)=1.4901$.

For $m=-1$ the pair across $E=0$ is $n=40,41$, at $-1.03219\,\gamma$ and $0.46341\,\gamma$. The midpoint is $E=-0.28439\,\gamma$, so $E'=E+\gamma/2=0.21561\,\gamma$ and $\varepsilon=0.00597$, with $\mu=-0.02771$. The corrections are $\kappa\varepsilon=0.00284$ and $\eta\mu^2=0.193266\times0.02771^2=0.00015$, and (11) gives $1.5\,(1-0.00299)=1.49552$ against the exact planar 1.49560, or 6.982 cm$^{-1}$. Equation (10) says that $E'$ follows $n+|m|$: level 40 with $m=-1$ has $E'=-0.53219\,\gamma$, and level 41 with $m=0$ has $-0.52729\,\gamma$. They differ by $0.0049\,\gamma$, about $0.18\,h\gamma$, of the order that (10) allows.

For the calculation at 5 T, 2605 bohr is the transverse turning point at $E=0$. It grows with energy: $x_0'=\tfrac43$ from section 6 gives about $2605\,(1+\tfrac23\varepsilon)$, or about 3120 bohr at $\varepsilon=0.3$. The transverse size of the box follows from the turning point at the highest energy of interest, with room added for the tail past it. Along $z$ the field does not confine the electron. At $E=0$ an electron leaving along the axis obeys $\tfrac12\dot z^2=1/z$, so $z=(9/2)^{1/3}t^{2/3}$, which is about 3500 bohr after $T/2$ and 5600 bohr after one period $T$. An edge nearer than the first distance sends a reflected wave back to the nucleus before the planar orbit returns. At this energy the box must therefore be longer than about 3500 bohr along $z$, or absorb the wave at its edge, and at higher energies the distance is larger. The propagation must outlast 4.76 ps to contain the first return at $E=0$, and must be longer for energies above it, where the period is longer (section 6). The width of the window follows from (9). A level $N$ steps from threshold departs from an equally spaced comb by $\tfrac12N^2\times0.02964\,\gamma$ at leading order, and this reaches half a spacing, $0.75\,\gamma$, at $N^2=1.5/0.02964$, or $N\approx7$. This estimate is rough, since seven steps correspond to $|\varepsilon|\approx7\times1.5\times0.0277\approx0.3$. The second differences $-0.03079$ and $-0.02775$ show the curvature growing in magnitude toward lower energy and shrinking toward higher energy, so a fit with a constant period of 7.00 cm$^{-1}$ falls out of phase with the planar model at about the seventh peak below threshold ($n=35$) and only between the eighth and ninth peaks above it ($n=49$ and 50). A window of this width or wider has to use the action $S(\varepsilon,\mu)$ of (7).

## Calculated quantities

```
c = 1.159595, kappa = 0.475449, eta = 0.193266 (dimensionless)
finite-difference kappa = 0.475449, eta = 0.193266
S(0,0) = 3.642976, tau/2 = 2.094395, Newton fall time = 2.094395 (scaled)
d(tau/2)/d eps = 0.995779, d(tau/2)/d mu^2 = 0.404775 (scaled)
eps =  -1.0: WKB dE/dn = 3.47615 g
eps =  -0.5: WKB dE/dn = 2.11302 g
eps =   0.0: WKB dE/dn = 1.50000 g
eps =   0.5: WKB dE/dn = 1.27222 g
eps =   1.0: WKB dE/dn = 1.17545 g
eps =   5.0: WKB dE/dn = 1.03694 g
eps =  50.0: WKB dE/dn = 1.00223 g
monodromy trace eps=0: 4.000000; Cartesian mu=0.01: -3.9999
stability exponent per return = 1.31696; trace=2 at eps = -0.127269
fields with WKB level n at E=0: n, h, E_n/g, central spacing/g, second difference/(g h)
   10 0.110438 +0.003281 1.508087 -1.090080
   20 0.056566 +0.001681 1.502091 -1.075016
   40 0.028632 +0.000851 1.500534 -1.071103
   80 0.014405 +0.000428 1.500135 -1.070100
h->0: spacing = 1.500000 g, second difference = -1.06976 g h, -9 kappa/4 = -1.06976
B = 5.0 T, B0 = 235051.76 T, g = 2.127191e-05 hartree, h = 0.027708
outer turning point = 2605.1 bohr
radial period = 1.96916e+05 a.u. = 4.7632 ps
n+1/2 at E=0, m=0: 41.8508
2 pi/T = 3.190787e-05 hartree = 7.0030 cm^-1 = 209.94 GHz
cyclotron quantum = 4.6686 cm^-1
Landau threshold m=0: 0.5000 g, eps = 0.01385, WKB dE/dn = 1.49026 g
m = 0: n, E quantum/g, E WKB/g, quantum spacing to n+1 /g
  39 -3.61461 -3.61548 1.56081
  40 -2.05380 -2.05465 1.52651
  41 -0.52729 -0.52812 1.49572
  42 +0.96843 +0.96762 1.46797
  43 +2.43640 +2.43560 1.44286
  pair across E=0: n = 41,42, midpoint eps = +0.00611, mu = +0.00000
  spacing quantum = 1.49572 g = 6.9830 cm^-1, linear formula = 1.49564 g
m = -1: n, E quantum/g, E WKB/g, quantum spacing to n+1 /g
  39 -2.55857 -2.55942 1.52639
  40 -1.03219 -1.03302 1.49560
  41 +0.46341 +0.46260 1.46785
  42 +1.93126 +1.93046 1.44274
  43 +3.37400 +3.37322 1.41994
  pair across E=0: n = 40,41, midpoint eps = +0.00597, mu = -0.02771
  spacing quantum = 1.49560 g = 6.9824 cm^-1, linear formula = 1.49552 g
```
